\section*{Errors of plain and robust density fitting for F12 two-electron integrals, part 2}

F12 calculations need two-electron integrals over several kernels $g(r)$, $r=r_{12}$. Density fitting approximates them; the question is how the errors scale with the fitting residuals. Hartree atomic units are used, orbitals are real, and errors are exact minus approximate. The kernels are $J=1/r$, $f=-e^{-\gamma r}/\gamma$, $f/r$ and $f^2$, with integrals in $E_{\rm h}$, bohr, pure numbers and bohr$^2$. For orbital products $p,q$, $(p|g|q)=\iint p(\mathbf r_1)\,g(r_{12})\,q(\mathbf r_2)\,d^3r_1\,d^3r_2$ and $\|p\|^2=(p|J|p)$.

The fit in auxiliary functions $A,B$ is $\tilde p=\sum_A d^p_A\,A$, with residual $\Delta p=p-\tilde p$. Let $J^p_A=(A|J|p)$, $J_{AB}=(A|J|B)$, $G^q_A=(A|g|q)$, $G_{AB}=(A|g|B)$. The Coulomb fit satisfies
\begin{equation}
\mathbf d^p=\mathbf J^{-1}\mathbf J^p,\qquad (A|J|\Delta p)=0\quad\text{for all }A. \label{eq:orth}
\end{equation}
The plain formula $(\tilde p|g|\tilde q)$ has the error
\begin{equation}
(p|g|q)-(\tilde p|g|\tilde q)=(\Delta p|g|q)+(p|g|\Delta q)-(\Delta p|g|\Delta q). \label{eq:plain}
\end{equation}
For $g=J$ with the Coulomb fit it equals the robust formula. For any coefficients, the robust formula $(p|g|q)_R$ obeys
\begin{equation}
(p|g|q)=\underbrace{(\tilde p|g|q)+(p|g|\tilde q)-(\tilde p|g|\tilde q)}_{(p|g|q)_R}+(\Delta p|g|\Delta q), \label{eq:robust}
\end{equation}
\begin{equation}
(p|g|q)-(p|g|q)_R=(\Delta p|g|\Delta q). \label{eq:err}
\end{equation}
The cross terms and sensitivities are
\begin{align}
(p|g|q)_R-(\tilde p|g|\tilde q)&=(\tilde p|g|q)-(\tilde p|g|\tilde q)+(p|g|\tilde q)-(\tilde p|g|\tilde q)\nonumber\\
&=(\tilde p|g|\Delta q)+(\Delta p|g|\tilde q). \label{eq:cross}
\end{align}
\begin{equation}
\frac{\partial (p|g|q)_R}{\partial d^p_A}=(A|g|q)-(A|g|\tilde q)=(A|g|\Delta q),\qquad
\frac{\partial(\tilde p|g|\tilde q)}{\partial d^p_A}=(A|g|\tilde q). \label{eq:sens}
\end{equation}
Hats denote Fourier transforms, $\hat J=4\pi/k^2$ and $\rho_g=\hat g/\hat J$:
\begin{equation}
(p|g|q)=\int\frac{d^3k}{(2\pi)^3}\;\hat p(\mathbf k)^*\,\hat g(k)\,\hat q(\mathbf k). \label{eq:ft}
\end{equation}
\begin{equation}
\rho_f=-\frac{2k^2}{(k^2+\gamma^2)^2},\qquad
\rho_{f/r}=-\frac{k^2}{\gamma(k^2+\gamma^2)},\qquad
\rho_{f^2}=\frac{4k^2}{\gamma(k^2+4\gamma^2)^2}. \label{eq:rho}
\end{equation}
With $\hat w_q=\rho_g\,\hat q$ and the Coulomb fit,
\begin{equation}
(\Delta p|g|q)=(\Delta p|J|w_q)=(\Delta p|J|\Delta w_q),\qquad \Delta w_q=w_q-\sum_A(\mathbf J^{-1}\mathbf G^q)_A\,A. \label{eq:w}
\end{equation}
With $C_g=\sup_k|\rho_g(k)|$,
\begin{align}
|(\Delta p|g|\Delta q)|&\le\int\frac{d^3k}{(2\pi)^3}\,|\rho_g|\,\hat J\,|\widehat{\Delta p}|\,|\widehat{\Delta q}|
\le C_g\int\frac{d^3k}{(2\pi)^3}\,\big(\hat J^{1/2}|\widehat{\Delta p}|\big)\big(\hat J^{1/2}|\widehat{\Delta q}|\big)\nonumber\\
&\le C_g\,\|\Delta p\|\,\|\Delta q\|, \label{eq:bound}
\end{align}
\begin{equation}
C_J=1,\qquad C_f=\frac1{2\gamma^2},\qquad C_{f/r}=\frac1\gamma,\qquad C_{f^2}=\frac1{4\gamma^3}.
\end{equation}
For $p=q$ the robust error has the sign of $\hat g$: negative for $f$ and $f/r$, positive for $J$ and $f^2$. For $g=r$ no such bound exists: stretching a function $a$ by $\lambda$ multiplies $(a|r|a)/(a|J|a)$ by $\lambda^2$.

\section{Products of integrals}

Coulomb and geminal factors meet in two ways in the intermediate $V$. Let $i,j,k,l$ be valence orbitals and $a,b$ run over all orbitals of the basis, with $\langle kl|g|ab\rangle=(ka|g|lb)$. With the projector $\hat Q=1-\sum_{ab}|ab\rangle\langle ab|$,
\begin{equation}
V^{ij}_{kl}=\langle kl|f\,\hat Q\,r^{-1}|ij\rangle=(ki|f/r|lj)-\sum_{ab}(ka|f|lb)\,(ia|J|jb). \label{eq:V}
\end{equation}
The full strong-orthogonality projector adds terms with one occupied and one complementary auxiliary (CABS) orbital; they have the same product form and are left out here. The first term is a product of operators. It is a single kernel $f/r$, and \eqref{eq:robust} applies to it directly. The second is a sum of products of separately fitted integrals.

Let $F$ and $K$ be exact integrals and $\bar F=F-\delta F$, $\bar K=K-\delta K$ their approximations. Multiplying out, $\bar F\bar K=FK-\delta F\,K-F\,\delta K+\delta F\,\delta K$, so
\begin{equation}
FK-\bar F\bar K=\delta F\,K+F\,\delta K-\delta F\,\delta K . \label{eq:prod}
\end{equation}
Each factor's error is multiplied by the full value of the other factor, so the product is as accurate in order as its worse factor. With $F=(ka|f|lb)$ robust and $K=(ia|J|jb)$ from the Coulomb fit, $\delta F=(\Delta_{ka}|f|\Delta_{lb})$ and $\delta K=(\Delta_{ia}|J|\Delta_{jb})$, where $\Delta_{ka}$ is the residual of the product of orbitals $k$ and $a$. By \eqref{eq:bound},
\begin{equation}
|FK-\bar F\bar K|\le C_f|K|\,\|\Delta_{ka}\|\|\Delta_{lb}\|+|F|\,\|\Delta_{ia}\|\|\Delta_{jb}\|+C_f\|\Delta_{ka}\|\|\Delta_{lb}\|\|\Delta_{ia}\|\|\Delta_{jb}\| .
\end{equation}
The error is of second order, with a fourth-order remainder. If $F$ is fitted plainly, $\delta F\,K$ is of first order by \eqref{eq:plain}, although the Coulomb factor is robust. The sum over $a,b$ is finite and does not change the orders.

A single energy-like number is useful for judging the errors. It is taken from the fixed-amplitude form of MP2-F12. In the relative coordinate two electrons obey $(-\nabla^2+1/r+\dots)\psi=\dots$, with reduced mass $\tfrac12$. For $\psi=r^l(1+sr)Y_{lm}$, one has $\nabla^2(r^lY_{lm})=0$ and $\nabla^2(r^{l+1}Y_{lm})=[(l+1)(l+2)-l(l+1)]r^{l-1}Y_{lm}=2(l+1)r^{l-1}Y_{lm}$; cancelling the terms in $r^{l-1}$ gives $s=1/[2(l+1)]$. Spatially symmetric (singlet) pairs start at $l=0$, $s=\tfrac12$, and antisymmetric (triplet) pairs at $l=1$, $s=\tfrac14$. Since $f=-1/\gamma+r+\dots$ has unit slope, and $\hat Q$ removes the constant times $|ij\rangle$, the pair function is
\begin{equation}
u_{ij}=\hat Qf\Big[\tfrac12\,\frac{|ij\rangle+|ji\rangle}{2}+\tfrac14\,\frac{|ij\rangle-|ji\rangle}{2}\Big]=\hat Qf\Big[\tfrac38|ij\rangle+\tfrac18|ji\rangle\Big].
\end{equation}
The term of the Hylleraas functional linear in the first-order function is twice its matrix element of $r^{-1}$ with the reference pair, summed over spin-orbital pairs. For spins $\sigma,\sigma'$ the normalised antisymmetrised pairs give $\langle u_{ij}|r^{-1}|ij\rangle-\delta_{\sigma\sigma'}\langle u_{ij}|r^{-1}|ji\rangle$. There are four spin cases for the first term and two for the second, and a factor $\tfrac12$ converts the unrestricted sum into a sum over distinct pairs, which leaves $W=2\sum_{ij}[2\langle u_{ij}|r^{-1}|ij\rangle-\langle u_{ij}|r^{-1}|ji\rangle]$. Interchange of the electron labels gives $V^{ji}_{ji}=V^{ij}_{ij}$ and $V^{ji}_{ij}=V^{ij}_{ji}$, so the first element is $\tfrac38V^{ij}_{ij}+\tfrac18V^{ij}_{ji}$ and the second is $\tfrac38V^{ij}_{ji}+\tfrac18V^{ij}_{ij}$. Collecting, $2(\tfrac68-\tfrac18)=\tfrac54$ and $2(\tfrac28-\tfrac38)=-\tfrac14$:
\begin{equation}
W=\sum_{ij}\Big(\tfrac54V^{ij}_{ij}-\tfrac14V^{ij}_{ji}\Big). \label{eq:W}
\end{equation}
The slopes $s$ carry the unit bohr$^{-1}$, so $W$ is an energy. Without the CABS terms and the terms quadratic in $u_{ij}$ it is not the F12 correction; it serves only as a measure of fitting error on the relevant scale.

\section{Evaluating the kernels}

All integrals over Slater kernels can be obtained from attenuated Coulomb integrals. Start from $I=\int_0^\infty e^{-a^2t^2-b^2/t^2}dt$. The substitution $t=s\sqrt{b/a}$ turns the exponent into $-ab(s^2+s^{-2})=-ab(s-1/s)^2-2ab$. The integral $\int_0^\infty e^{-c(s-1/s)^2}ds$ equals, under $s\to1/s$, the same integral with a factor $s^{-2}$; averaging the two forms and setting $y=s-1/s$, $dy=(1+s^{-2})ds$, gives $\tfrac12\int_{-\infty}^\infty e^{-cy^2}dy=\tfrac12\sqrt{\pi/c}$. With $c=ab$, $I=\sqrt{b/a}\,\tfrac12\sqrt{\pi/ab}\;e^{-2ab}=\sqrt\pi\,e^{-2ab}/(2a)$. Taking $a=r$, $b=\gamma/2$,
\begin{equation}
\frac{e^{-\gamma r}}r=\frac2{\sqrt\pi}\int_0^\infty e^{-t^2r^2}\,e^{-\gamma^2/4t^2}\,dt .
\end{equation}
Now $(2/\sqrt\pi)e^{-t^2r^2}=-\partial_t[\mathrm{erfc}(tr)/r]$. In the integration by parts the boundary term vanishes at $t=\infty$ through erfc and at $t=0$ through $e^{-\gamma^2/4t^2}$. With $u=\gamma/2t$, $t\,\partial_te^{-u^2}=2u^2e^{-u^2}$, and
\begin{equation}
\frac{e^{-\gamma r}}r=\int 2u^2e^{-u^2}\,\frac{\mathrm{erfc}(tr)}r\,d\ln t .
\end{equation}
Applying $-\partial/\partial\gamma$ at fixed $t$, with $\partial u/\partial\gamma=u/\gamma$ and $\partial_u(2u^2e^{-u^2})=(4u-4u^3)e^{-u^2}$,
\begin{equation}
e^{-\gamma r}=\int\frac{4u^2}{\gamma}\,(u^2-1)\,e^{-u^2}\,\frac{\mathrm{erfc}(tr)}r\,d\ln t .
\end{equation}
The same formula with $2\gamma$ in place of $\gamma$ gives $e^{-2\gamma r}=\gamma^2f^2$, and division by $\gamma^2$ gives $f^2$. Equally spaced nodes in $\ln t$ reproduce $r\,g(r)$ for the three kernels with a largest absolute error of $5.2\times10^{-9}$ a.u.\ for $0.05\le r\le8$ bohr. Below $0.01$ bohr the error rises to about $7\times10^{-6}$ because the nodes end near $t=300$ bohr$^{-1}$; extending them moves the product term of $W$ below by $10^{-6}\,E_{\rm h}$ and leaves the tabulated fitting errors unchanged. The same sum is used for two-, three- and four-index integrals, so \eqref{eq:err} holds exactly for the discretised kernel.

\section{A one-centre model}

The numbers from here on come from the numerical check, except the few values quoted for cc-pVTZ orbitals, for cc-pVQZ-RI, for the rms $k$ of residuals and for the separate parts of an error, which follow from the same definitions but are not in its output. The model uses concentric $s$ Gaussians of unit charge, $(\alpha/\pi)^{3/2}e^{-\alpha r^2}$, with transform $e^{-k^2/4\alpha}$. The product of two transforms is that of a Gaussian with $1/\mu=1/\alpha+1/\beta$, so $(\alpha|g|\beta)=4\pi(\mu/\pi)^{3/2}\int_0^\infty r^2e^{-\mu r^2}g(r)\,dr$. Integrals are computed from this real-space form, and residual expressions such as $(\Delta p|g|\Delta q)$ separately from \eqref{eq:ft} and \eqref{eq:rho}. The parameters are $\gamma=1.4$ bohr$^{-1}$, auxiliary exponents $0.5$, $1.5$, $4.5$, and exponents $0.9$ for $p$ and $2.6$ for $q$, in bohr$^{-2}$. For $g=J$ the radial integral is $1/(2\mu)$ and the result is $2\sqrt{\mu/\pi}$; with $\mu=0.9\times2.6/3.5=0.66857$ this is $0.92263\,E_{\rm h}$, the printed value.

The fit coefficients are $(0.44477,\,0.65706,\,-0.08617)$ for $p$ and $(-0.19343,\,0.81268,\,0.36766)$ for $q$. They sum to $1.01566$ and $0.98691$, so the residuals carry charges $-0.0157$ and $+0.0131$. The norms are $\|\Delta p\|=2.3483\times10^{-2}$ and $\|\Delta q\|=3.1312\times10^{-2}\,E_{\rm h}^{1/2}$, with product $7.353\times10^{-4}\,E_{\rm h}$. The constants are $C_f=1/(2\times1.96)=0.25510$, $C_{f/r}=1/1.4=0.71429$ and $C_{f^2}=1/(4\times2.744)=0.09111$; for example the bound for $f$ is $0.25510\times7.353\times10^{-4}=1.876\times10^{-4}$ bohr. Errors and bounds below are in units of $10^{-4}$ a.u.
\begin{center}
\begin{tabular}{lrrrr}
kernel & exact & plain & robust & bound\\
$J$ & $0.922633$ & $-6.539$ & $-6.539$ & $7.353$\\
$f$ & $-0.138420$ & $-0.230$ & $+0.746$ & $1.876$\\
$f/r$ & $-0.188675$ & $+6.975$ & $+3.575$ & $5.252$\\
$f^2$ & $0.029776$ & $-1.695$ & $-0.405$ & $0.670$
\end{tabular}
\end{center}
The robust error equals the Fourier value of $(\Delta p|g|\Delta q)$ in every row, and the program asserts this together with \eqref{eq:orth}, \eqref{eq:plain}, \eqref{eq:w}, the bound \eqref{eq:bound}, and the robust derivative in \eqref{eq:sens} by finite differences. The plain errors for $f/r$ and $f^2$ exceed the bound, which does not apply to them.

For $f$ the plain error is smaller than the robust one, $0.017\%$ against $0.054\%$ of the exact integral. By \eqref{eq:cross} the plain error is the robust error plus the cross terms, which here are $-0.230-0.746=-0.976$ in the units of the table. They are larger in magnitude than the second-order term and of opposite sign, and most of the sum cancels. The result is a statement about orders and bounds; with finite residuals it does not rank the two formulas integral by integral.

The orders are measured with $p=q$ of exponent $1.5(1+\epsilon)$, which lies in the auxiliary space at $\epsilon=0$ and has a residual proportional to $\epsilon$ at leading order. From the errors $e$ at $\epsilon=0.002$ and $0.001$ the order is $\ln|e_1/e_2|/\ln2$. With the Coulomb fit, the plain orders are $1.999$ for $J$, $0.999$ for $f$, and $0.995$ for $f/r$ and $f^2$; the robust orders are $1.999$ to $2.000$. For the Coulomb kernel with a fit in the overlap metric the plain order is $0.999$ and the robust order $1.999$. For the product $FK$ the order is $1.000$ with a plain $F$ and $2.000$ with a robust $F$. All of these are asserted tests.

The constants are tested through the Rayleigh quotient $(a|g|a)/(a|J|a)$, whose extreme values in a finite basis are the extreme eigenvalues of $\mathbf G\mathbf c=\lambda\mathbf J\mathbf c$. In 17 Gaussians with exponents from $0.00781$ to $512$ bohr$^{-2}$ in ratio $2$, all eigenvalues have the sign of $\hat g$ within rounding, and the largest magnitudes are $0.24771$, $0.71389$ and $0.08869$, that is $97.1\%$, $99.9\%$ and $97.3\%$ of $C_f$, $C_{f/r}$ and $C_{f^2}$. For $g=r$ both signs occur. Adding two more diffuse functions gives a basis that contains a copy, stretched by $\lambda=2$, of the original one, so the largest magnitude must grow by at least $\lambda^2=4$; it goes from $665.8$ to $2663.2$ bohr$^2$, a factor $4.00$.

\section{Worked example: water}

The molecule has O--H distance $1.81$ bohr and angle $104.5^\circ$, near equilibrium. The RHF/cc-pVDZ energy is $-76.026770\,E_{\rm h}$. There are 24 orbitals, 4 of them valence, hence $4\times24=96$ products $ia$. With $\gamma=1.0$ bohr$^{-1}$ and 42 nodes in $\ln t$, all integrals $(ia|g|jb)$ are computed without fitting and with both formulas, using Coulomb fits in cc-pVDZ-RI (84 functions) and cc-pVTZ-RI (141 functions). At this $\gamma$ the constants are $\tfrac12$, $1$ and $\tfrac14$.

The rms residual norms are $8.869\times10^{-3}$ and $3.886\times10^{-3}\,E_{\rm h}^{1/2}$, and the largest are $2.107\times10^{-2}$ and $8.170\times10^{-3}$. The rms norm falls by $8.869/3.886=2.28$, whose square is $5.21$. The rms absolute errors over all integrals, in $10^{-6}$ a.u., and their ratios between the two sets are:
\begin{center}
\begin{tabular}{lrrrrrr}
 & \multicolumn{3}{c}{plain} & \multicolumn{3}{c}{robust}\\
kernel & DZ & TZ & ratio & DZ & TZ & ratio\\
$J$ & $20.0$ & $3.71$ & $5.4$ & $20.0$ & $3.71$ & $5.4$\\
$f$ & $21.1$ & $8.31$ & $2.5$ & $3.74$ & $0.681$ & $5.5$\\
$f/r$ & $33.7$ & $9.09$ & $3.7$ & $17.3$ & $3.15$ & $5.5$\\
$f^2$ & $12.9$ & $3.70$ & $3.5$ & $3.35$ & $0.534$ & $6.3$
\end{tabular}
\end{center}
The robust ratios, $5.4$ to $6.3$, lie near or above $5.21$, consistent with second order. The plain ratio for $f$ lies near $2.28$, while those for $f/r$ and $f^2$, $3.7$ and $3.5$, lie between the two values. These ratios do not measure the order of the plain error, because a change of auxiliary set alters the shapes of the residuals and of $\Delta w_q$ as well as their size. From cc-pVTZ-RI to cc-pVQZ-RI the rms norm falls by $1.94$, with square $3.75$; the robust errors fall by $3.9$ to $4.5$ and the plain errors for $f$, $f/r$ and $f^2$ by $4.8$ to $5.2$, while remaining the larger ones. For $f$ the plain rms error is $21.1/3.74=5.6$ times the robust one in the smaller set and $8.31/0.681=12$ times in the larger. The program asserts that the robust rms error is the smaller one for $f$ and $f^2$, that every robust error obeys \eqref{eq:bound} up to an allowance for rounding, and that the diagonal errors have the sign of $\hat g$.

The largest ratio of error to bound is $33$, $10$ and $18$ for the plain $f$, $f/r$ and $f^2$ in the smaller set and $26$, $9.5$ and $16$ in the larger. The robust values are $0.60$, $1.00$ and $0.73$, then $0.60$, $1.00$ and $0.74$. For $J$ the ratio $1.00$ carries no information, since the norms are computed from the diagonal Coulomb errors. For $f/r$ a value that rounds to $1.00$ does. By the Cauchy--Schwarz step with the weight $|\rho_g|$ kept inside, at least one residual must have an average of $k^2/(k^2+\gamma^2)$ of $0.995$ or more, the average being taken with the weight $\hat J|\widehat\Delta|^2$. At $\gamma=1$ bohr$^{-1}$ the average of $1/(1+k^2)$ is then at most $0.005$, and since this function is convex in $k^2$, the mean of $k^2$ is at least $199$ bohr$^{-2}$, an rms $k$ of at least $14$ bohr$^{-1}$; some weight at smaller $k$ is not excluded. In both sets the element is the diagonal one for the product of the lowest valence orbital with the core orbital, whose residual has an rms $k$ of $46$ and $66$ bohr$^{-1}$; the median over all products is $5$ to $6$ bohr$^{-1}$.

The unfitted value of \eqref{eq:W} is $W=-3.662830+3.434709=-0.228121\,E_{\rm h}$, the first number from the kernel $f/r$ and the second from the product term of \eqref{eq:V} with its minus sign. The errors in $\mu E_{\rm h}$ are:
\begin{center}
\begin{tabular}{llrrr}
set & formula & $f/r$ & product & total\\
DZ & plain & $-520.2$ & $+411.3$ & $-108.9$\\
DZ & robust & $-12.1$ & $+77.4$ & $+65.3$\\
TZ & plain & $-122.8$ & $-116.2$ & $-239.0$\\
TZ & robust & $-0.0$ & $+35.6$ & $+35.6$
\end{tabular}
\end{center}
The totals are $-0.286$, $+0.172$, $-0.628$ and $+0.093$ kJ/mol, or $0.048\%$, $0.029\%$, $0.105\%$ and $0.016\%$ of $|W|$. The value of $W$ belongs to the cc-pVDZ orbital basis and is not converged: with cc-pVTZ orbitals it is about $-0.082\,E_{\rm h}$, a shift of $0.15\,E_{\rm h}$, so the percentages hold for this basis only.

The plain total becomes worse when the auxiliary set is enlarged, although both of its parts shrink. In the smaller set the parts have opposite signs and cancel to about a fifth of the larger one; in the larger set they have the same sign and add. The Coulomb factor is identical in both formulas, so the difference between the plain and robust product errors, $411.3-77.4=+333.9$ and $-116.2-35.6=-151.8\;\mu E_{\rm h}$, comes from the cross terms \eqref{eq:cross} of $F$, which have no fixed sign.

The robust $f/r$ error rounds to zero in the larger set. Its structure follows from \eqref{eq:err}. The direct part is $\tfrac54\sum_{ij}(\Delta_{ii}|g|\Delta_{jj})=\tfrac54(\Delta_n|g|\Delta_n)$ with $\Delta_n=\sum_i\Delta_{ii}$, which is not positive for $g=f/r$. The exchange part is $-\tfrac14\sum_{ij}(\Delta_{ij}|g|\Delta_{ij})$, which is not negative. The two have opposite signs by construction, so their sum can be small when neither is. In the larger set the direct and exchange parts are $-9.38$ and $+9.35\;\mu E_{\rm h}$. The cancellation is accidental: in cc-pVQZ-RI they are $-26.3$ and $+4.5\;\mu E_{\rm h}$, a sum of $-21.8$, larger in magnitude than in either set of the table. The entry should not be read as the accuracy of the individual integrals.

The robust product error falls only by $77.4/35.6=2.2$, less than the factor near $5$ seen in the rms errors. This does not contradict \eqref{eq:prod}: the quantity is a signed sum of second-order errors weighted by the full integrals $K$ and $F$, and such a sum need not follow the rms error from one auxiliary set to the next. The cause of the slower fall was not determined. What the derivation guarantees for a given auxiliary set is the term-by-term bound, which can be evaluated only when the norms $\|\Delta_{ia}\|$ are known; these require the diagonal four-index Coulomb integrals $(ia|J|ia)$, one per product.

\section*{Calculated quantities}
\begin{verbatim}
model: gamma 1.4 /bohr; exponents aux [0.5, 1.5, 4.5], p 0.9, q 2.6 /bohr^2
fit coefficients p [ 0.44477  0.65706 -0.08617]  q [-0.19343  0.81268  0.36766]
|Dp| 2.3483e-02  |Dq| 3.1312e-02 Eh^1/2
integrals in a.u. (J: Eh, f: bohr, f/r: 1, f^2: bohr^2)
J    exact +0.922633 err plain -6.539e-04 robust -6.539e-04 (Dp|g|Dq) -6.539e-04 bound 7.353e-04
f    exact -0.138420 err plain -2.299e-05 robust +7.458e-05 (Dp|g|Dq) +7.458e-05 bound 1.876e-04
f/r  exact -0.188675 err plain +6.975e-04 robust +3.575e-04 (Dp|g|Dq) +3.575e-04 bound 5.252e-04
f^2  exact +0.029776 err plain -1.695e-04 robust -4.046e-05 (Dp|g|Dq) -4.046e-05 bound 6.699e-05
orders in eps, p = q exponent 1.5(1+eps), eps (0.002, 0.001)
  kernel J    metric J: plain 1.999 robust 1.999
  kernel f    metric J: plain 0.999 robust 1.999
  kernel f/r  metric J: plain 0.995 robust 2.000
  kernel f^2  metric J: plain 0.995 robust 1.999
  kernel J    metric S: plain 0.999 robust 1.999
  product F*K: plain F 1.000 robust F 2.000
eigenvalues of G vs J, 17 exponents 0.00781..512 /bohr^2, ratio 2
  f    largest |eig| 0.24771  C 0.25510 a.u.
  f/r  largest |eig| 0.71389  C 0.71429 a.u.
  f^2  largest |eig| 0.08869  C 0.09111 a.u.
  r12 largest |eig| 665.8, two more diffuse: 2663.2 bohr^2
erfc rule: max error of r*g(r) 5.2e-09 a.u.
water: R 1.81 bohr, angle 104.5 deg, gamma 1.0 /bohr, 42 erfc nodes
RHF/cc-pVDZ energy -76.026770 Eh, 24 orbitals, 4 valence, 96 products
W exact: f/r term -3.662830, product term 3.434709, total -0.228121 Eh
cc-pvdz-ri: 84 functions, rms |D| 8.869e-03, max |D| 2.107e-02 Eh^1/2
  J    rms err plain 2.00e-05 robust 2.00e-05 a.u.; max err/bound plain 1.00 robust 1.00
  f    rms err plain 2.11e-05 robust 3.74e-06 a.u.; max err/bound plain 33.41 robust 0.60
  f/r  rms err plain 3.37e-05 robust 1.73e-05 a.u.; max err/bound plain 10.12 robust 1.00
  f^2  rms err plain 1.29e-05 robust 3.35e-06 a.u.; max err/bound plain 18.34 robust 0.73
  W err plain: f/r -520.2, product +411.3, total -108.9 microEh = -0.2859 kJ/mol
  W err robust: f/r -12.1, product +77.4, total +65.3 microEh = +0.1716 kJ/mol
cc-pvtz-ri: 141 functions, rms |D| 3.886e-03, max |D| 8.170e-03 Eh^1/2
  J    rms err plain 3.71e-06 robust 3.71e-06 a.u.; max err/bound plain 1.00 robust 1.00
  f    rms err plain 8.31e-06 robust 6.81e-07 a.u.; max err/bound plain 26.20 robust 0.60
  f/r  rms err plain 9.09e-06 robust 3.15e-06 a.u.; max err/bound plain 9.50 robust 1.00
  f^2  rms err plain 3.70e-06 robust 5.34e-07 a.u.; max err/bound plain 15.81 robust 0.74
  W err plain: f/r -122.8, product -116.2, total -239.0 microEh = -0.6275 kJ/mol
  W err robust: f/r -0.0, product +35.6, total +35.6 microEh = +0.0934 kJ/mol
\end{verbatim}
